**Gauge origin and current in hydrogen 1s**

For a hydrogen atom with a fixed nucleus in a uniform field $\mathbf B$, the program tests that the orbital particle current is $\mathbf j=\mathbf j_p+n\mathbf A=\tfrac12n\,\mathbf B\times\mathbf r$ for any gauge origin $\mathbf R$. Here $n$ is the density, $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf R)$ is the vector potential, $\mathbf j_p=\mathrm{Im}(\psi^*\nabla\psi)$ is the paramagnetic current, and $\mathbf u=\tfrac12\mathbf B\times\mathbf R$ is the drift velocity. The states come from diagonalization in real functions $x^ay^bz^cr^ke^{-r}$ with $k=0,1$ and even $c$, with no gauge phase put in by hand. At 10 T, with the origin displaced by 10 bohr, the program asserts at four points that $\mathbf j_p/n=\mathbf u$ and that the total velocity is $\tfrac12\mathbf B\times\mathbf r$; the output shows a drift of 465.36 m/s that cancels in the total. It also asserts that 1s alone gives a false mean velocity $-\mathbf u$, a nonzero divergence and an energy excess of $u^2/2$, and that first-degree functions remove the false mean velocity. At $B=0.1$ atomic units it asserts that the centred, displaced and Landau gauges give the same energy, density and total current within stated tolerances. There the orbital moment from the total current agrees with $-\partial E/\partial B$, both printed as $-0.04896$ atomic units.

## Numerical verification

```python
"""Hydrogen ground state in a uniform magnetic field B along z, fixed nucleus at 0.
Result under test: with vector potential A = B x (r - R) / 2 (gauge origin R),
  paramagnetic current  j_p = Im(psi* grad psi) = n u,   u = B x R / 2,
  diamagnetic current   j_d = n A = n B x r / 2 - n u,
  total particle current j = j_p + j_d = n B x r / 2, independent of R.
Atomic units, electron charge -1, H = (p + A)^2 / 2 - 1/r, n = |psi|^2, no spin.
The states come from diagonalization in REAL functions x^a y^b z^c r^k exp(-r);
no gauge phase factor is put in by hand.
"""
import numpy as np
from scipy import constants as const

# Product quadrature, exact for polynomials times exp(-2r) at the degrees used
lag_x, lag_w = np.polynomial.laguerre.laggauss(20)
radii = lag_x / 2
radial_w = lag_w * np.exp(lag_x) / 2 * radii**2
cos_t, cos_w = np.polynomial.legendre.leggauss(12)
angles = 2 * np.pi * np.arange(24) / 24
rr, ct, ph = np.meshgrid(radii, cos_t, angles, indexing="ij")
st = np.sqrt(1 - ct**2)
grid = np.stack([rr * st * np.cos(ph), rr * st * np.sin(ph), rr * ct], -1).reshape(-1, 3)
weights = (radial_w[:, None, None] * cos_w[None, :, None]
           * np.full(24, 2 * np.pi / 24)[None, None, :]).ravel()


def basis(points, degree):
    """Values (points, functions) and gradients (3, points, functions)."""
    x, y, z = points.T
    r = np.sqrt(x**2 + y**2 + z**2)
    values, gradients = [], []
    for k in (0, 1):
        for a in range(degree - k + 1):
            for b in range(degree - k - a + 1):
                for c in range(0, degree - k - a - b + 1, 2):  # even in z
                    radial = r**k * np.exp(-r)
                    mono = x**a * y**b * z**c
                    slope = mono * radial * (k / r - 1) / r
                    values.append(mono * radial)
                    gradients.append([
                        a * x**max(a - 1, 0) * y**b * z**c * radial + slope * x,
                        b * x**a * y**max(b - 1, 0) * z**c * radial + slope * y,
                        c * x**a * y**b * z**max(c - 1, 0) * radial + slope * z])
    return np.array(values).T, np.array(gradients).transpose(1, 2, 0)


def symmetric_gauge(field, origin_x):
    origin = np.array([origin_x, 0.0, 0.0])
    return lambda p: 0.5 * np.cross(np.array([0.0, 0.0, field]), p - origin)


def landau_gauge(field):
    return lambda p: np.stack([0 * p[:, 0], field * p[:, 0], 0 * p[:, 0]], -1)


def ground_state(potential, degree):
    """Lowest energy and its coefficients in the raw basis."""
    val, grad = basis(grid, degree)
    norm = np.sqrt(weights @ val**2)
    _, sing, vt = np.linalg.svd(np.sqrt(weights)[:, None] * val / norm,
                                full_matrices=False)
    assert sing[-1] > 1e-10 * sing[0]
    transform = (vt.T / sing) / norm[:, None]
    phi, dphi = val @ transform, grad @ transform
    a_grid = potential(grid)
    r = np.linalg.norm(grid, axis=1)
    ham = -(phi.T @ ((weights / r)[:, None] * phi)).astype(complex)
    for i in range(3):
        vel = -1j * dphi[i] + a_grid[:, i, None] * phi
        ham += 0.5 * vel.conj().T @ (weights[:, None] * vel)
    energies, vectors = np.linalg.eigh(ham)
    return energies[0], transform @ vectors[:, 0]


def currents(coef, potential, degree, points):
    """Density, paramagnetic current and diamagnetic current at the points."""
    val, grad = basis(points, degree)
    psi, dpsi = val @ coef, grad @ coef
    density = np.abs(psi)**2
    return density, np.imag(psi.conj() * dpsi).T, density[:, None] * potential(points)


def mean_velocity_y(coef, potential, degree):
    _, jp, jd = currents(coef, potential, degree, grid)
    return weights @ jp[:, 1], weights @ (jp + jd)[:, 1]


def moment_z(coef, potential, degree):
    """Orbital magnetic moment about the nucleus, from the total current."""
    _, jp, jd = currents(coef, potential, degree, grid)
    return -0.5 * weights @ np.cross(grid, jp + jd)[:, 2]


def divergence(coef, potential, degree, point, step=1e-3):
    total = 0.0
    for i in range(3):
        shift = np.zeros(3)
        shift[i] = step
        _, jp, jd = currents(coef, potential, degree, np.array([point + shift, point - shift]))
        j = jp + jd
        total += (j[0, i] - j[1, i]) / (2 * step)
    return total


def clean(value, digits=3):
    return round(float(value), digits) + 0.0


# ---------- worked example: 10 T, gauge origin 10 bohr from the nucleus ----------
b_unit = const.physical_constants["atomic unit of mag. flux density"][0]
v_unit = const.physical_constants["atomic unit of velocity"][0]
bohr = const.physical_constants["Bohr radius"][0]
field_tesla, origin_x = 10.0, 10.0
field = field_tesla / b_unit
drift = 0.5 * np.cross([0, 0, field], [origin_x, 0, 0])
u = drift[1]
drift_si = const.e * field_tesla * origin_x * bohr / (2 * const.m_e)
assert abs(u * v_unit / drift_si - 1) < 1e-6

gauge = symmetric_gauge(field, origin_x)
centred = symmetric_gauge(field, 0.0)
e_zero, _ = ground_state(symmetric_gauge(0.0, 0.0), 4)
assert abs(e_zero + 0.5) < 1e-10
e_full, c_full = ground_state(gauge, 4)
e_cent, c_cent = ground_state(centred, 4)
assert abs(e_full - e_cent) < 1e-2 * u**2 / 2

points = np.array([[1.0, 0, 0], [0, 1.0, 0], [-2.0, 0, 0], [1.0, 1.0, 1.0]])
n, jp, jd = currents(c_full, gauge, 4, points)
vp, vd = jp / n[:, None], jd / n[:, None]
physical = 0.5 * np.cross([0, 0, field], points)
n_1s = np.exp(-2 * np.linalg.norm(points, axis=1)) / np.pi
assert np.allclose(n, n_1s, rtol=1e-6)
assert np.max(np.abs(vp - drift)) < 1e-4 * u
assert np.max(np.abs(vp + vd - physical)) < 1e-4 * u
n0, jp0, _ = currents(c_cent, centred, 4, points)
assert np.max(np.abs(jp0 / n0[:, None])) < 1e-4 * u

print("EXAMPLE: hydrogen, B along z, gauge origin on the x axis")
print(f"field B = {field_tesla:.1f} T = {field:.5e} atomic units")
print(f"gauge origin distance X = {origin_x:.1f} bohr")
print(f"drift velocity u = B X / 2 = {u:.5e} atomic units = {u * v_unit:.2f} m/s")
print("velocities = current / density, (x, y) components in m/s")
for i, p in enumerate(points):
    print(f"point ({p[0]:.0f}, {p[1]:.0f}, {p[2]:.0f}) bohr, density {n[i]:.6f} bohr^-3")
    for label, v in (("paramagnetic", vp[i]), ("diamagnetic", vd[i]), ("total", vp[i] + vd[i])):
        print(f"   {label:13s} ({clean(v[0] * v_unit, 2):9.2f}, {clean(v[1] * v_unit, 2):9.2f})")

# ---------- what happens if the wavefunction cannot follow the gauge ----------
print("MEAN VELOCITY along y in m/s, by highest polynomial degree in the basis")
e_frozen, c_frozen = ground_state(gauge, 0)
for degree in (0, 1, 4):
    _, coef = ground_state(gauge, degree)
    para, total = mean_velocity_y(coef, gauge, degree)
    expected = -u if degree == 0 else 0.0
    assert abs(total - expected) < 1e-4 * u
    print(f"degree {degree}: paramagnetic {clean(para * v_unit, 2):8.2f},"
          f" total {clean(total * v_unit, 2):8.2f}")
probe = np.array([0.0, 1.0, 0.0])
div_frozen = divergence(c_frozen, gauge, 0, probe)
div_full = divergence(c_full, gauge, 4, probe)
div_formula = 2 * u * np.exp(-2.0) / np.pi   # -u dn/dy for the 1s density
assert abs(div_frozen / div_formula - 1) < 1e-4
assert abs(div_full) < 1e-3 * abs(div_frozen)
excess = e_frozen - e_full
assert abs(excess / (u**2 / 2) - 1) < 1e-2
print(f"div j at (0,1,0) bohr, 1s only: {div_frozen:.4e} atomic units")
print(f"|div j| there, degree 4, relative to 1s only: below 1e-3 is"
      f" {abs(div_full / div_frozen) < 1e-3}")
print(f"energy excess of 1s only: {excess:.3e} hartree; u^2/2 = {u**2 / 2:.3e} hartree")
ratio = moment_z(c_full, gauge, 4) / field
assert abs(ratio + 0.5) < 1e-4
print(f"orbital moment / B at 10 T: {ratio:.5f} atomic units")

# ---------- strong field: the statement beyond first order in B ----------
strong, shift, deg = 0.1, 2.0, 8
tol = 2e-4   # truncation of the polynomial basis, 0.2 percent of the drift
test_points = np.array([[1.0, 0, 0], [0, 1.5, 0], [-1.0, 1.0, 0.5], [1.0, -1.0, 1.0]])
circulation = 0.5 * np.cross([0, 0, strong], test_points)
strong_drift = 0.5 * np.cross([0, 0, strong], [shift, 0, 0])
landau_para = -0.5 * strong * np.stack(
    [test_points[:, 1], test_points[:, 0], 0 * test_points[:, 0]], -1)
cases = (("centred", symmetric_gauge(strong, 0.0), np.zeros(3)),
         ("displaced", symmetric_gauge(strong, shift), strong_drift),
         ("Landau", landau_gauge(strong), landau_para))
print(f"STRONG FIELD, atomic units: B = {strong}, X = {shift}, u = {strong_drift[1]:.3f}")
strong_energies, densities = [], []
for name, pot, para_expected in cases:
    energy, coef = ground_state(pot, deg)
    dens, jpara, jdia = currents(coef, pot, deg, test_points)
    err_para = np.max(np.abs(jpara / dens[:, None] - para_expected))
    err_total = np.max(np.abs((jpara + jdia) / dens[:, None] - circulation))
    assert err_para < tol and err_total < tol
    strong_energies.append(energy)
    densities.append(dens)
    print(f"{name:9s} gauge: E = {energy:.6f} hartree, largest velocity error {err_total:.1e}")
    if name == "displaced":
        moment_current = moment_z(coef, pot, deg)
assert np.ptp(strong_energies) < 1e-5
assert np.allclose(densities[0], densities[1], rtol=1e-3)
assert np.allclose(densities[0], densities[2], rtol=1e-3)

h = 1e-3
e_plus, _ = ground_state(symmetric_gauge(strong + h, shift), deg)
e_minus, _ = ground_state(symmetric_gauge(strong - h, shift), deg)
moment_energy = -(e_plus - e_minus) / (2 * h)
assert abs(moment_energy - moment_current) < 2e-5
print(f"moment from total current: {moment_current:.5f} atomic units")
print(f"moment from -dE/dB:        {moment_energy:.5f} atomic units")
print("no test failed")
```

Printed output:

```
EXAMPLE: hydrogen, B along z, gauge origin on the x axis
field B = 10.0 T = 4.25438e-05 atomic units
gauge origin distance X = 10.0 bohr
drift velocity u = B X / 2 = 2.12719e-04 atomic units = 465.36 m/s
velocities = current / density, (x, y) components in m/s
point (1, 0, 0) bohr, density 0.043079 bohr^-3
   paramagnetic  (     0.00,    465.36)
   diamagnetic   (     0.00,   -418.83)
   total         (     0.00,     46.54)
point (0, 1, 0) bohr, density 0.043079 bohr^-3
   paramagnetic  (     0.00,    465.36)
   diamagnetic   (   -46.54,   -465.36)
   total         (   -46.54,      0.00)
point (-2, 0, 0) bohr, density 0.005830 bohr^-3
   paramagnetic  (     0.00,    465.36)
   diamagnetic   (     0.00,   -558.44)
   total         (     0.00,    -93.07)
point (1, 1, 1) bohr, density 0.009963 bohr^-3
   paramagnetic  (     0.00,    465.36)
   diamagnetic   (   -46.54,   -418.83)
   total         (   -46.54,     46.54)
MEAN VELOCITY along y in m/s, by highest polynomial degree in the basis
degree 0: paramagnetic     0.00, total  -465.36
degree 1: paramagnetic   465.36, total     0.00
degree 4: paramagnetic   465.36, total     0.00
div j at (0,1,0) bohr, 1s only: 1.8327e-05 atomic units
|div j| there, degree 4, relative to 1s only: below 1e-3 is True
energy excess of 1s only: 2.262e-08 hartree; u^2/2 = 2.262e-08 hartree
orbital moment / B at 10 T: -0.50000 atomic units
STRONG FIELD, atomic units: B = 0.1, X = 2.0, u = 0.100
centred   gauge: E = -0.497526 hartree, largest velocity error 2.9e-15
displaced gauge: E = -0.497526 hartree, largest velocity error 6.3e-08
Landau    gauge: E = -0.497526 hartree, largest velocity error 7.8e-06
moment from total current: -0.04896 atomic units
moment from -dE/dB:        -0.04896 atomic units
no test failed
```
